# Electron localization function from the curvature of the same-spin pair probability: a program that tests the result

```python
"""Electron localization function (ELF) from the same-spin pair probability.

Result under test, for one spin channel of a single determinant:
  spherical average of P(r+s | r) = D s^2/3 + O(s^4),
  D = tau - |grad rho|^2/(4 rho) - |j|^2/rho,
  ELF = 1/(1 + (D/D0)^2),  D0 = (3/5)(6 pi^2)^(2/3) rho^(5/3).
rho: spin density; tau: sum of |grad psi|^2 (no factor 1/2);
j: Im sum of conj(psi) grad psi; P: conditional same-spin probability.
ELF is 1/2 in jellium and 1 for a single occupied orbital.
Hartree atomic units throughout.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from pyscf import gto, scf

C_F = 0.6 * (6 * np.pi**2) ** (2 / 3)
BOHR_IN_ANGSTROM = constants.physical_constants["Bohr radius"][0] * 1e10

# Product quadrature on the unit sphere; weights sum to one.
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(6)
phi_nodes = 2 * np.pi * np.arange(12) / 12
COS, PHI = np.meshgrid(cos_nodes, phi_nodes, indexing="ij")
SIN = np.sqrt(1 - COS**2)
DIRECTIONS = np.stack([SIN * np.cos(PHI), SIN * np.sin(PHI), COS], -1).reshape(-1, 3)
SPHERE_WEIGHTS = np.repeat(cos_weights / 24, 12)


def elf(D, rho):
    return 1 / (1 + (D / (C_F * rho ** (5 / 3))) ** 2)


def local_quantities(orbitals, point, h=1e-3):
    """rho, tau, |j|^2/rho and D, with five-point numerical gradients."""
    shifts = np.array([-2, -1, 1, 2]) * h
    stencil = np.array([1, -8, 8, -1]) / (12 * h)
    psi = orbitals(point[None, :])[0]
    rho = np.sum(abs(psi) ** 2)
    grad_psi, grad_rho = [], []
    for axis in np.eye(3):
        values = orbitals(point + shifts[:, None] * axis)
        grad_psi.append(stencil @ values)
        grad_rho.append(stencil @ np.sum(abs(values) ** 2, axis=1))
    grad_psi, grad_rho = np.array(grad_psi), np.array(grad_rho)
    tau = np.sum(abs(grad_psi) ** 2)
    current = np.imag(grad_psi @ psi.conj())
    current_term = current @ current / rho
    D = tau - grad_rho @ grad_rho / (4 * rho) - current_term
    return rho, tau, current_term, D


def conditional_from_pairs(orbitals, point):
    """P(r'|r) as a sum of squared antisymmetrized orbital products."""
    a = orbitals(point[None, :])[0]
    rho = np.sum(abs(a) ** 2)

    def probability(points):
        b = orbitals(points)
        total = np.zeros(len(points))
        for i in range(len(a)):
            for k in range(i):
                total += abs(a[i] * b[:, k] - a[k] * b[:, i]) ** 2
        return total / rho
    return probability


def conditional_from_density_matrix(orbitals, point):
    a = orbitals(point[None, :])[0]
    rho = np.sum(abs(a) ** 2)

    def probability(points):
        b = orbitals(points)
        return np.sum(abs(b) ** 2, axis=1) - abs(b.conj() @ a) ** 2 / rho
    return probability


def sphere_average(probability, point, s):
    return SPHERE_WEIGHTS @ probability(point + s * DIRECTIONS)


def curvature_D(probability, point, s=0.02):
    """D from 3<P>/s^2 at s and s/2, extrapolated to s = 0."""
    coarse = 3 * sphere_average(probability, point, s) / s**2
    fine = 3 * sphere_average(probability, point, s / 2) / (s / 2) ** 2
    return (4 * fine - coarse) / 3


# --- Three same-spin electrons in a harmonic well, one orbital with current ---
def well_orbitals(points):
    x, y, z = points.T
    g = np.pi ** (-0.75) * np.exp(-(x**2 + y**2 + z**2) / 2)
    return np.stack([g + 0j, (x + 1j * y) * g, np.sqrt(2) * z * g], axis=1)


nodes, weights = np.polynomial.hermite.hermgauss(5)
third = np.stack(np.meshgrid(nodes, nodes, nodes, indexing="ij"), -1).reshape(-1, 3)
third_weights = np.einsum("i,j,k->ijk", weights, weights, weights).ravel()
third_weights = third_weights * np.exp(np.sum(third**2, axis=1))
well_point = np.array([0.5, 0.3, -0.4])


def conditional_from_determinant(points):
    """Integrate N(N-1)|Psi|^2 over the third electron, then divide by rho."""
    first = well_orbitals(well_point[None, :])[0]
    second, others = well_orbitals(points), well_orbitals(third)
    matrix = np.empty((len(points), len(third), 3, 3), complex)
    matrix[:, :, 0, :] = first
    matrix[:, :, 1, :] = second[:, None, :]
    matrix[:, :, 2, :] = others[None, :, :]
    wave_squared = abs(np.linalg.det(matrix)) ** 2 / 6
    return 6 * (wave_squared @ third_weights) / np.sum(abs(first) ** 2)


well_rho, well_tau, well_current, well_D = local_quantities(well_orbitals, well_point)
well_D_direct = curvature_D(conditional_from_determinant, well_point)
assert abs(well_D_direct / well_D - 1) < 1e-6
far_points = well_point + 0.7 * DIRECTIONS
assert np.allclose(conditional_from_determinant(far_points),
                   conditional_from_density_matrix(well_orbitals, well_point)(far_points),
                   rtol=1e-9, atol=1e-12)
assert np.allclose(conditional_from_determinant(far_points),
                   conditional_from_pairs(well_orbitals, well_point)(far_points),
                   rtol=1e-9, atol=1e-12)
print("Three-electron well, D from determinant: %.6f bohr^-5" % well_D_direct)
print("Three-electron well, D from formula: %.6f bohr^-5" % well_D)
print("Three-electron well, current term: %.6f bohr^-5" % well_current)

# One complex orbital: the current term is needed to reach ELF = 1.
one_rho, one_tau, one_current, one_D = local_quantities(
    lambda p: well_orbitals(p)[:, 1:2], well_point)
assert abs(one_D) < 1e-8 * one_tau
one_elf_without = elf(one_D + one_current, one_rho)
assert one_elf_without < 0.99
print("One complex orbital, ELF: %.6f" % elf(one_D, one_rho))
print("One complex orbital, ELF without current: %.6f" % one_elf_without)

# --- Jellium: infinite system by quadrature over the Fermi sphere ---
gas_rho = 0.01
gas_kf = (6 * np.pi**2 * gas_rho) ** (1 / 3)


def gas_probability(s):
    overlap = quad(lambda x: 3 * x**2 * np.sinc(x * gas_kf * s / np.pi), 0, 1,
                   epsabs=1e-13, epsrel=1e-13)[0]
    return gas_rho * (1 - overlap**2)


gas_s = 0.1 / gas_kf
gas_D = (4 * 3 * gas_probability(gas_s / 2) / (gas_s / 2) ** 2
         - 3 * gas_probability(gas_s) / gas_s**2) / 3
assert abs(gas_D / (C_F * gas_rho ** (5 / 3)) - 1) < 1e-5
assert abs(elf(gas_D, gas_rho) - 0.5) < 1e-5
print("Constant c_F: %.6f" % C_F)
print("Jellium spin density: %.4f bohr^-3" % gas_rho)
print("Jellium Fermi wave number: %.6f bohr^-1" % gas_kf)
print("Jellium D from pair probability: %.6e bohr^-5" % gas_D)
print("Jellium D0: %.6e bohr^-5" % (C_F * gas_rho ** (5 / 3)))
print("Jellium ELF: %.6f" % elf(gas_D, gas_rho))

# --- Jellium: explicit plane waves in a periodic box, at rest and boosted ---
BOX = 40.0


def plane_waves(radius, boost):
    n = np.arange(-radius, radius + 1)
    grid = np.stack(np.meshgrid(n, n, n, indexing="ij"), -1).reshape(-1, 3)
    grid = grid[np.sum(grid**2, axis=1) <= radius**2]
    k = 2 * np.pi * (grid + np.array([boost, 0, 0])) / BOX
    return len(k), lambda p: np.exp(1j * p @ k.T) / BOX**1.5


origin = np.zeros(3)
for radius in (5, 10, 20):
    count, waves = plane_waves(radius, 0)
    box_rho = count / BOX**3
    box_kf = (6 * np.pi**2 * box_rho) ** (1 / 3)
    box_D = curvature_D(conditional_from_density_matrix(waves, origin), origin, 0.1 / box_kf)
    box_ratio = box_D / (C_F * box_rho ** (5 / 3))
    print("Plane waves N=%d: D/D0 %.5f, ELF %.5f" % (count, box_ratio, elf(box_D, box_rho)))
assert abs(box_ratio - 1) < 5e-3  # remaining error: finite box

count, moving = plane_waves(10, 5)
move_rho, move_tau, move_current, move_D = local_quantities(moving, origin)
move_direct = curvature_D(conditional_from_density_matrix(moving, origin), origin, 0.05)
rest_D = local_quantities(plane_waves(10, 0)[1], origin)[3]
assert abs(move_D / move_direct - 1) < 1e-5
assert abs(move_D / rest_D - 1) < 1e-6
move_elf_without = elf(move_D + move_current, move_rho)
assert move_elf_without < 0.45
print("Boost wave number: %.6f bohr^-1" % (2 * np.pi * 5 / BOX))
print("Boosted plane waves N=%d, ELF: %.5f" % (count, elf(move_D, move_rho)))
print("Boosted, ELF without current: %.5f" % move_elf_without)

# --- Tail dominated by one orbital: s with kappa1, p with kappa2 ---
KAPPA1 = 1.0


def tail_orbitals(kappa2):
    def orbitals(points):
        r = np.linalg.norm(points, axis=1)
        s_orbital = np.sqrt(KAPPA1**3 / np.pi) * np.exp(-KAPPA1 * r)
        p_orbital = np.sqrt(kappa2**5 / np.pi) * points[:, 2] * np.exp(-kappa2 * r)
        return np.stack([s_orbital, p_orbital], axis=1)
    return orbitals


def tail_values(kappa2, z):
    point = np.array([0.0, 0.0, z])
    orbitals = tail_orbitals(kappa2)
    psi = orbitals(point[None, :])[0]
    rho = psi @ psi
    D = curvature_D(conditional_from_pairs(orbitals, point), point)
    return psi[1] ** 2 / rho, D / (C_F * rho ** (5 / 3)), elf(D, rho)


print("Tail model, kappa1: %.1f bohr^-1" % KAPPA1)
for kappa2 in (2.0, 1.5):
    for z in (5.0, 10.0, 20.0):
        share, chi, value = tail_values(kappa2, z)
        print("kappa2 %.1f bohr^-1, z %.0f bohr: p share %.2e, chi %.3e, ELF %.5f"
              % (kappa2, z, share, chi, value))
    gap = kappa2 - KAPPA1
    growth = np.log(tail_values(kappa2, 50.0)[1] / tail_values(kappa2, 40.0)[1])
    growth -= 2 * np.log((gap * 50 - 1) / (gap * 40 - 1))  # algebraic prefactor
    rate = growth / 10
    assert abs(rate + 2 * kappa2 - 10 * KAPPA1 / 3) < 1e-3
    print("kappa2 %.1f bohr^-1: exponential rate of chi %.4f bohr^-1" % (kappa2, rate))
assert tail_values(2.0, 40.0)[2] > 0.999
assert tail_values(1.5, 40.0)[2] < 0.001 and tail_values(1.5, 40.0)[0] < 1e-6

# --- Lithium atom, unrestricted Hartree-Fock ---
atom = gto.M(atom="Li 0 0 0", basis="cc-pvtz", spin=1, verbose=0)
field = scf.UHF(atom)
field.chkfile = None
field.conv_tol = 1e-12
field.kernel()
assert field.converged
alpha_coefficients = field.mo_coeff[0][:, field.mo_occ[0] > 0]
beta_coefficients = field.mo_coeff[1][:, field.mo_occ[1] > 0]
assert alpha_coefficients.shape[1] == 2 and beta_coefficients.shape[1] == 1


def alpha(points):
    return atom.eval_gto("GTOval_sph", np.ascontiguousarray(points)) @ alpha_coefficients


def beta(points):
    return atom.eval_gto("GTOval_sph", np.ascontiguousarray(points)) @ beta_coefficients


def on_axis(r):
    return np.array([0.0, 0.0, r])


def alpha_elf(r):
    rho, _, _, D = local_quantities(alpha, on_axis(r))
    return elf(D, rho)


radii = np.linspace(0.3, 4.0, 149)
profile = np.array([alpha_elf(r) for r in radii])
lowest = int(np.argmin(profile))
assert 0 < lowest < len(radii) - 1
search = minimize_scalar(alpha_elf, bounds=(radii[lowest - 1], radii[lowest + 1]),
                         method="bounded", options={"xatol": 1e-7})
r_min = search.x
assert profile[0] > 0.9 and profile[-1] > 0.9 and search.fun < 0.5

print("Li UHF/cc-pVTZ energy: %.6f hartree" % field.e_tot)
print("Li alpha: r/bohr; rho/bohr^-3; tau, D, D0/bohr^-5; chi; ELF")
for r in (0.5, 1.0, r_min, 2.5, 4.0):
    point = on_axis(r)
    rho, tau, _, D = local_quantities(alpha, point)
    direct = curvature_D(conditional_from_pairs(alpha, point), point, 0.01)
    assert abs(direct - D) < 1e-5 * D + 1e-9 * tau
    D0 = C_F * rho ** (5 / 3)
    print("%.4f  %.4e  %.4e  %.4e  %.4e  %.4f  %.4f" % (r, rho, tau, D, D0, D / D0, elf(D, rho)))

# Ratio-of-orbitals form and independence of the choice of orbitals.
point = on_axis(r_min)
rho, tau, _, D = local_quantities(alpha, point)
step = 1e-3
line = alpha(np.array([on_axis(r_min + m * step) for m in (-2, -1, 0, 1, 2)]))
ratio = line[:, 0] / line[:, 1]
ratio_slope = np.array([1, -8, 0, 8, -1]) @ ratio / (12 * step)
chi_ratio = ratio_slope**2 / (C_F * rho ** (2 / 3) * (1 + ratio[2] ** 2) ** 2)
assert abs(chi_ratio / (D / (C_F * rho ** (5 / 3))) - 1) < 1e-6
turn = np.array([[np.cos(0.6), -np.sin(0.6)], [np.sin(0.6), np.cos(0.6)]])
assert abs(local_quantities(lambda p: alpha(p) @ turn, point)[3] / D - 1) < 1e-8
print("Li alpha ELF minimum at: %.4f bohr = %.4f angstrom" % (r_min, r_min * BOHR_IN_ANGSTROM))
print("At minimum, 2s share of alpha density: %.4f" % (line[2, 1] ** 2 / rho))
print("At minimum, 1s/2s orbital ratio: %.5f" % ratio[2])
print("At minimum, slope of that ratio: %.5f bohr^-1" % ratio_slope)
print("At minimum, chi from orbital ratio: %.5f" % chi_ratio)
pair_probability = conditional_from_pairs(alpha, point)
for s in (0.1, 0.3):
    print("At minimum, s %.1f bohr: <P> %.4e, D s^2/3 %.4e bohr^-3"
          % (s, sphere_average(pair_probability, point, s), D * s**2 / 3))

beta_chi = []
for r in (0.3, 0.5, 1.0, 2.0, 3.0, 4.0):
    rho, _, _, D = local_quantities(beta, on_axis(r))
    beta_chi.append(abs(D) / (C_F * rho ** (5 / 3)))
assert max(beta_chi) < 1e-4  # finite differences divided by a small density
print("Li beta, smallest ELF for 0.3 to 4 bohr: %.6f" % (1 / (1 + max(beta_chi) ** 2)))

print("all assertions hold")
```

Printed output:

```
Three-electron well, D from determinant: 0.349085 bohr^-5
Three-electron well, D from formula: 0.349085 bohr^-5
Three-electron well, current term: 0.022310 bohr^-5
One complex orbital, ELF: 1.000000
One complex orbital, ELF without current: 0.106008
Constant c_F: 9.115600
Jellium spin density: 0.0100 bohr^-3
Jellium Fermi wave number: 0.839751 bohr^-1
Jellium D from pair probability: 4.231086e-03 bohr^-5
Jellium D0: 4.231087e-03 bohr^-5
Jellium ELF: 0.500000
Plane waves N=515: D/D0 1.00128, ELF 0.49936
Plane waves N=4169: D/D0 1.00025, ELF 0.49987
Plane waves N=33401: D/D0 0.99999, ELF 0.50000
Boost wave number: 0.785398 bohr^-1
Boosted plane waves N=4169, ELF: 0.49987
Boosted, ELF without current: 0.33207
Tail model, kappa1: 1.0 bohr^-1
kappa2 2.0 bohr^-1, z 5 bohr: p share 3.50e-02, chi 3.908e+00, ELF 0.06145
kappa2 2.0 bohr^-1, z 10 bohr: p share 6.60e-06, chi 7.762e-01, ELF 0.62402
kappa2 2.0 bohr^-1, z 20 bohr: p share 5.44e-14, chi 4.403e-03, ELF 0.99998
kappa2 2.0 bohr^-1: exponential rate of chi -0.6667 bohr^-1
kappa2 1.5 bohr^-1, z 5 bohr: p share 5.61e-01, chi 2.366e+00, ELF 0.15154
kappa2 1.5 bohr^-1, z 10 bohr: p share 3.33e-02, chi 7.322e+02, ELF 0.00000
kappa2 1.5 bohr^-1, z 20 bohr: p share 6.26e-06, chi 1.137e+05, ELF 0.00000
kappa2 1.5 bohr^-1: exponential rate of chi 0.3333 bohr^-1
Li UHF/cc-pVTZ energy: -7.432702 hartree
Li alpha: r/bohr; rho/bohr^-3; tau, D, D0/bohr^-5; chi; ELF
0.5000  4.0975e-01  3.0169e+00  1.5105e-02  2.0605e+00  0.0073  0.9999
1.0000  3.0385e-02  2.0464e-01  2.5000e-02  2.6970e-02  0.9270  0.5378
1.4731  5.4361e-03  1.8263e-02  1.3186e-02  1.5320e-03  8.6069  0.0133
2.5000  3.1372e-03  2.3055e-04  9.2857e-05  6.1286e-04  0.1515  0.9776
4.0000  1.1579e-03  2.0086e-04  2.5432e-08  1.1638e-04  0.0002  1.0000
Li alpha ELF minimum at: 1.4731 bohr = 0.7795 angstrom
At minimum, 2s share of alpha density: 0.4868
At minimum, 1s/2s orbital ratio: 1.02674
At minimum, slope of that ratio: -3.19929 bohr^-1
At minimum, chi from orbital ratio: 8.60688
At minimum, s 0.1 bohr: <P> 4.4468e-05, D s^2/3 4.3953e-05 bohr^-3
At minimum, s 0.3 bohr: <P> 4.3855e-04, D s^2/3 3.9558e-04 bohr^-3
Li beta, smallest ELF for 0.3 to 4 bohr: 1.000000
all assertions hold
```
